# Buckling threshold of a spring lattice with one fivefold disclination

A triangular net of springs with one fivefold vertex at its centre buckles at \(\gamma=YR^2/D=120\) if it has eight rings of triangles, and at 137 if it has thirty-two. Here \(Y\) is the two-dimensional Young modulus, \(D\) the bending rigidity and \(R\) the distance from centre to corner before any strain. The values extrapolate to 144. A round patch of the same net gives 114, linear plate theory gives 92, and a value of 154 is also quoted for this transition. All these numbers describe a "free disk with one disclination", so their spread needs an explanation. A patch small enough to solve by hand contains the whole method.

## The model and its moduli

Every bond is a spring of constant \(\varepsilon\) and rest length \(a\). Every pair of triangles sharing a bond forms a hinge with energy \(\tfrac12\tilde\kappa|\mathbf n_1-\mathbf n_2|^2\), where \(\mathbf n_1,\mathbf n_2\) are the unit normals. Lengths are measured in \(a\) and energies in \(\varepsilon a^2\), so \(\varepsilon=a=1\).

**Stretching.** A unit cell of the perfect net has area \(\sqrt3/2\) and three bonds, at angles \(0,60^\circ,120^\circ\). A small strain \(e\) extends a bond along \(\mathbf m\) by \(\mathbf m\cdot e\,\mathbf m\), so
\[
c_{11}=\frac{2}{\sqrt3}\sum\cos^4\theta=\frac{2}{\sqrt3}\cdot\frac98=\frac{3\sqrt3}{4},\qquad
c_{12}=\frac{2}{\sqrt3}\sum\cos^2\theta\sin^2\theta=\frac{2}{\sqrt3}\cdot\frac38=\frac{\sqrt3}{4}.
\]
With no transverse stress, \(e_{yy}=-(c_{12}/c_{11})e_{xx}\). Hence the Poisson ratio is \(\nu=1/3\) and \(Y=c_{11}-c_{12}^2/c_{11}=2/\sqrt3\).

**Bending.** Let the height \(f\) be quadratic, with second derivative \(f_{tt}\) along a hinge and \(f_{nn}\) across it. Measured from the tangent plane at the hinge's midpoint, its ends lie at height \(f_{tt}/8\), and the two opposite corners, a distance \(\sqrt3/2\) away, at \(3f_{nn}/8\). The slope jump is the sum of the slopes on the two sides:
\[
J=2\,\frac{(3f_{nn}-f_{tt})/8}{\sqrt3/2}=\frac{3f_{nn}-f_{tt}}{2\sqrt3}.
\]
Let \(H\) be the sum of the principal curvatures, \(K\) their product and \(d\) half their difference. Then \(3f_{nn}-f_{tt}=H+4d\cos2\theta\). Over the three hinge directions \(\cos2\theta\) averages to zero and its square to \(1/2\), so the mean square is \(H^2+8d^2\). Because \(4d^2=H^2-4K\), this equals \(3H^2-8K\). With three hinges per cell the energy density is
\[
\frac{\tilde\kappa}{2}\cdot\frac{3}{\sqrt3/2}\cdot\frac{3H^2-8K}{12}
=\frac{\sqrt3}{4}\tilde\kappa H^2-\frac{2}{\sqrt3}\tilde\kappa K .
\]
A plate has density \(\tfrac12DH^2-(1-\nu_b)DK\). Comparison gives \(D=\sqrt3\tilde\kappa/2\) and \(1-\nu_b=4/3\), so the bending Poisson ratio is \(\nu_b=-1/3\), although the stretching ratio is \(+1/3\). The \(K\) term integrates to a rim contribution, and a free rim feels it.

For \(n\) rings, \(R=n\) and
\[
\gamma=\frac{YR^2}{D}=\frac{4n^2}{3\tilde\kappa}.
\]
A small \(\tilde\kappa\) means a large \(\gamma\).

## One ring by hand

Take a hub and five rim vertices: five triangles, five hub bonds of length \(\ell\) and five rim bonds of length \(\beta\ell\), with \(\beta=2\sin36^\circ=1.1756\). All normals of a flat patch are parallel, so the flat state does not depend on \(\tilde\kappa\). Its energy is \(\tfrac52[(\ell-1)^2+(\beta\ell-1)^2]\), and setting the derivative to zero gives
\[
\ell=\frac{1+\beta}{1+\beta^2}=\frac{2.1756}{2.3820}=0.9134 .
\]
The hub bonds carry tension \(t_h=\ell-1=-0.0866\), which is compression. The rim bonds carry \(t_r=\beta\ell-1=+0.0737\).

Now give the vertices small heights. If the ends of a bond differ in height by \(\Delta\), its length becomes \(\ell+\Delta^2/2\ell\), and its energy changes by \(\tfrac12(t/\ell)\Delta^2\). A compressed bond gains from tilting. In-plane displacements can be left out at this order: by up-down symmetry they respond only at order \(\Delta^2\), and so change the energy at order \(\Delta^4\).

Raise the hub by \(h\). The five hub bonds contribute \(\tfrac12\cdot5(t_h/\ell)h^2\). Each triangle has slope \(h/(\ell\cos36^\circ)\), and the slope vectors of neighbours differ in direction by \(72^\circ\). The jump is therefore \(2\sin36^\circ\) times the slope, or \(2h\tan36^\circ/\ell\). Altogether
\[
E_2=\frac{h^2}{2}\left[\frac{5t_h}{\ell}+\tilde\kappa\,\frac{20\tan^236^\circ}{\ell^2}\right].
\]
The bracket vanishes at
\[
\tilde\kappa_c=\frac{-t_h\,\ell}{4\tan^236^\circ}=\frac{0.0866\times0.9134}{2.1115}=0.0375,
\qquad \gamma_c=\frac{4}{3\tilde\kappa_c}=35.6 .
\]

Six heights have three combinations that are not rigid motions: this pyramid and a pair of saddles. For the saddle with rim heights \(\cos(2\cdot72^\circ k)\), \(k=0,\dots,4\), the hub bonds contribute \(\tfrac52t_h/\ell=-0.237\) to twice the energy. The rim bonds contribute \(\tfrac52\cdot4\sin^272^\circ\,t_r/(\beta\ell)=+0.621\). The sum is positive even without bending stiffness, so the tense rim prevents the saddles. The pyramid buckles first.

## The general algorithm

1. **Build the net.** Join five \(60^\circ\) wedges of \(n\) rings around one vertex.

2. **Find the flat state** by Newton's method in the plane. A bond with unit vector \(\mathbf e\) contributes the stiffness block \(\mathbf e\mathbf e^T+(t/\ell)(1-\mathbf e\mathbf e^T)\). The first part resists extension, and the second is the effect of tension on rotation. Fix three coordinates to remove rigid motions. Positive pivots in the symmetric factorisation of the final stiffness matrix show that the state is a minimum in the plane; they were positive for every lattice used below.

3. **Expand in the heights** \(w\):
\[
E_2=\tfrac12w^T(G+\tilde\kappa B)w,\quad
w^TGw=\sum_{\rm bonds}\frac{t}{\ell}(w_i-w_j)^2,\quad
w^TBw=\sum_{\rm hinges}|\nabla w_1-\nabla w_2|^2 .
\]
Each \(\nabla w\) is the constant slope of a triangle in the strained flat geometry.

4. **Remove rigid motions.** Uniform lifts and tilts cost no bending. They cost no stretching energy either: for \(w=x\), row \(i\) of \(Gw\) is \(\sum_j(t/\ell)(x_i-x_j)\), the net \(x\)-force on vertex \(i\) up to sign, which vanishes in equilibrium. Three heights not in line can therefore be set to zero without loss.

5. **Solve one eigenproblem.** The flat state is stable while \(\tilde\kappa\) exceeds \(-w^TGw/w^TBw\) for every \(w\). The threshold is the largest eigenvalue of
\[
-Gw=\tilde\kappa_cBw,\qquad \gamma_c=\frac{4n^2}{3\tilde\kappa_c}.
\]

The flat state is independent of \(\tilde\kappa\), so no scan over stiffness is needed. A sparse Lanczos solver finds the eigenvalue.

## Convergence with lattice size

A rim bond borders one triangle, an inner bond two. Giving rim bonds half the spring constant lets every triangle own three half-springs, so that a uniform strain costs energy in proportion to area. Full rim springs add a stiff hoop whose weight relative to the sheet falls as \(1/n\). The two choices give:

| \(n\) | \(\gamma_c\), full rim | \(\gamma_c\), half rim |
|---|---|---|
| 8 | 120.2 | 140.3 |
| 12 | 127.3 | 142.3 |
| 16 | 131.2 | 143.0 |
| 24 | 135.2 | 143.5 |
| 32 | 137.3 | 143.7 |

A least-squares fit of \(g_0+g_1/n+g_2/n^2\) gives \(g_0=143.9\) for full and \(144.0\) for half rim springs. Without the smallest lattice the full-rim fit still gives \(143.9\). The limit is thus 144 for this model and outline. Only the rim springs differ between the columns, so the hoop accounts for the gap between them. At \(n=32\) the full-rim value is still 5% below the limit, while the half-rim value is within 0.3%.

The limit lies 7% below 154, far outside the spread of the fits. "Near 154" is fair as a rough scale, but this model does not reproduce the figure.

One reservation concerns the word "limit". At \(n=32\) the hub bonds are compressed by 21%, and in linear theory the core compression grows as the logarithm of \(R\). The flat branch was confirmed as an in-plane minimum up to \(n=32\); 144 extrapolates that branch and does not prove that it survives in an unlimited lattice.

## What happens beyond the threshold

The eigenvalue shows where the flat state fails, but not whether the sheet jumps or rises smoothly. For that, the full energy in three dimensions was minimised with a quasi-Newton method (L-BFGS), starting from a dome. For \(n=12\) with full rim springs the root-mean-square height is

- \(0.000\) at \(\gamma=0.95\,\gamma_c\)
- \(0.342\) at \(1.03\,\gamma_c\)
- \(0.472\) at \(1.06\,\gamma_c\)
- \(0.564\) at \(1.09\,\gamma_c\)

By symmetry the energy contains even powers of the height only, so a continuous transition has \(h^2\) proportional to \(\gamma-\gamma_c\) near its start. The first two squares above threshold are \(0.117\) and \(0.223\). A straight line through them reaches zero at
\[
1.03-0.03\times\frac{0.117}{0.223-0.117}=0.997
\]
in units of \(\gamma_c\). Fitting \(\gamma\) as a quadratic in \(h^2\) through all three buckled points puts the start at \(\gamma=127.4\), against the eigenvalue \(127.3\). The height grows from zero, so the transition is continuous at this lattice size. The patch with eight rings behaves in the same way; larger ones were not minimised.

## Linear plate theory of a round disk

Plate theory shows which part of the threshold comes from small-strain elasticity. Remove a wedge of angle \(s\), close the gap and keep the disk flat. A material circle of rest length \((2\pi-s)r\) becomes one of length \(2\pi(r+u)\). To first order
\[
e_r=u',\qquad e_\theta=\frac ur+\frac{s}{2\pi},\qquad\text{so}\qquad re_\theta'+e_\theta-e_r=\frac{s}{2\pi}.
\]
Force balance is \(\sigma_\theta=\sigma_r+r\sigma_r'\). Hooke's law gives \(Ye_\theta'=\sigma_\theta'-\nu\sigma_r'\) and \(Y(e_\theta-e_r)=(1+\nu)(\sigma_\theta-\sigma_r)=(1+\nu)r\sigma_r'\). Inserting both, the terms in \(\nu\) cancel:
\[
r(\sigma_r+\sigma_\theta)'=\frac{Ys}{2\pi}.
\]
The solution with a free rim and no \(1/r^2\) term at the centre is, with \(x=r/R\),
\[
\sigma_r=\frac{Ys}{4\pi}\ln x,\qquad \sigma_\theta=\frac{Ys}{4\pi}(\ln x+1).
\]
The core is compressed and the rim is under hoop tension, as in the one-ring patch. For \(s=\pi/3\) the rim strain is \(1/12=0.083\); the pentagonal lattice with \(n=32\) has a mean rim strain of \(0.079\).

Let the disk take an axisymmetric shape with slope \(\phi(x)=dw/dr\). Then \(H=w''+w'/r\) and \(K=w''w'/r\), and the radial stress does work \(\tfrac12\sigma_r\phi^2\) per area. The cross terms of \(H^2\) and \(K\) combine into \(\nu_b(\phi^2)'\), which integrates to a rim term:
\[
E=\pi D\left[\int_0^1\!\Big(x\phi'^2+\frac{\phi^2}{x}\Big)dx+\nu_b\phi(1)^2+\frac{\gamma s}{4\pi}\int_0^1\!x\ln x\,\phi^2dx\right].
\]
Buckling occurs at the smallest \(\gamma\) for which the bracket can vanish. The trial slope \(\phi=x\) gives \(1+\nu_b\) for the bending terms and \(-1/16\) for the last integral. Since \(4\pi/s=12\), this yields the upper bound \(\gamma_c\le12\times16\times(1+\nu_b)=128\) for \(\nu_b=-1/3\). Seven odd powers of \(x\) lower it to \(91.6\). For \(\nu_b=+1/3\) the same sum gives \(138.2\). The edge constant alone, with \(Y\), \(D\) and outline fixed, moves the threshold by half.

A lattice can test this if its strains are small. On a round patch of the ordinary sixfold net, let the rest lengths be those of a cone that lacks only a fraction \(q=10^{-3}\) of the full angle. The plate threshold scales as \(1/s\), so the lattice value times \(6q\) should equal the fivefold result. Cut radii from 12 to 32 give values between \(91.4\) and \(91.8\). The lattice admits every height pattern, so this also supports the assumption of an axisymmetric mode.

## Why 92, 114 and 144 differ

**Finite wedge: 92 to 114.** A round patch of the true fivefold net gives \(113.8\) to \(113.9\) for the same cut radii. The rim springs (half strength) and the definition of \(R\), from the rest area, are the same as for the shallow cone. What differs is the size of the missing wedge, with the finite strains and changed geometry it brings; these two contributions are not separated here. These strains depend on \(r/R\), not on \(R\) itself, so refining the lattice does not remove the shift. Its size is 24% of the plate value and depends little on the spring law: bond energies \((\ell^2-1)^2/8\) and \(\tfrac12(\ln\ell)^2\), which have the same stiffness at small strain, give \(114.8\) and \(114.9\) at cut radius 12.

**Outline: 114 to 144.** Most of this gap is a matter of definition. The pentagon's \(R\) runs to a corner. Its rest area is \(5\sqrt3R^2/4\), whereas a round cone with one sixth of the angle missing has area \(\tfrac56\pi R_A^2\). Equal areas require
\[
\frac{R_A^2}{R^2}=\frac{3\sqrt3}{2\pi}=0.827 .
\]
Measured with \(R_A\), the pentagon's threshold is \(0.827\times144=119\), only 4.5% above the round patch. That remainder is the effect of shape.

A quoted threshold therefore needs its outline, its definition of \(R\), its edge constant and a statement of whether the wedge is treated as small or at its true size, with the strains and geometry that follow. The calculations here do not show which combination would give 154.

## Graphene-like numbers

Take as assumed inputs, chosen to resemble graphene: \(Y=340\) N/m \(=2122\) eV/nm², \(D=1.5\) eV and lattice constant \(0.246\) nm. The continuum limit gives
\[
R_c=\sqrt{\frac{144\times1.5}{2122}}\ \text{nm}=0.32\ \text{nm},
\]
or \(1.3\) lattice constants. A continuum formula has no authority at that size, and the small lattices show how it fails. One ring of spacing \(0.246\) nm has \(\gamma=2122\times0.246^2/1.5=85.6\). That is below 144, so the continuum rule calls it flat; but the one-ring threshold found by hand is \(35.6\), so the spring patch buckles. Two rings have \(\gamma=342\) against a threshold of \(74.3\) and buckle too. With these moduli no patch of the model is flat. The triangular net is not graphene's honeycomb of bonds, so this is a statement about scale and not a prediction for carbon.

Other neglected effects can be sized:

- **Edge constant.** Changing \(\nu_b\) from \(-1/3\) to \(+1/3\) raises the plate-theory radius by a factor \(\sqrt{138.2/91.6}=1.23\).
- **Temperature.** If the mode has centre-to-rim height \(h\), its energy is \(\pi DA(h/R)^2(1-\gamma/\gamma_c)\), where \(A=2.04\) is the bending part of the bracket above for \(\int_0^1\phi\,dx=1\). Setting this equal to \(k_BT/2\) at 300 K, where \(k_BT=0.0259\) eV, and at \(\gamma=\gamma_c/2\), where \(R=0.225\) nm, gives a thermal height of \(0.012\) nm, or 5% of \(R\). This is a round-plate estimate; pentagonal nets of 8 and 12 rings with half rim springs give 4% for the height of the hub above the mean rim. No patch of the lattice is as small as \(0.225\) nm, so only the ratio has meaning; it depends on \(k_BT/D\) and \(\gamma/\gamma_c\), not on \(R\) itself.
- **A support.** Adhesion of roughly \(0.3\) J/m² is \(1.9\) eV/nm². The plate stresses store \(Ys^2R^2/(32\pi)\) in the flat disk, which is \(7.4\) eV/nm² when spread over \(\pi R^2\). The fivefold sheet has only five sixths of that area, so per rest area the figure is \(8.8\) eV/nm²; round fivefold nets of cut radius 12 and 24 give \(8.8\) and \(8.7\). At the threshold buckling gains nothing, so adhesion must delay it. It cannot hold a large disk flat in this estimate: staying flat costs \(7.4\) eV/nm² or more and detaching costs at most \(1.9\) eV/nm², both in proportion to \(R^2\), while a cone, with curvature proportional to \(1/r\), has a bending energy that grows only as \(\ln R\).
